# Square-root onset of absorption at a three-dimensional direct band edge, part 2

A crystal with a filled valence band and an empty conduction band, separated by a direct gap $E_g$, absorbs light of photon energy $\omega$. For independent electrons in a weak field, without line broadening, with constant $P$ and parabolic bands, the absorption coefficient is

$$
\alpha(\omega)=\frac{2(2\mu)^{3/2}|P|^2}{n c}\,\frac{\sqrt{\omega-E_g}}{\omega}\qquad(\omega>E_g),
\tag{1}
$$

and zero for $\omega<E_g$. Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are one, $4\pi\varepsilon_0=1$, and the speed of light is $c=137.036$.

The electron and hole masses $m_e$ and $m_h$ give the reduced mass $\mu$ through $1/\mu=1/m_e+1/m_h$. The wave vector $\mathbf k$ is measured from the band extremum, the excess energy is $x=\omega-E_g$, and $k=\sqrt{2\mu x}$ is the wave number of the pairs that absorb. $P=\langle c\mathbf k|\mathbf e\cdot\mathbf p|v\mathbf k\rangle$ is the interband matrix element of the momentum $\mathbf p$ along the polarization $\mathbf e$, and $n$ is the refractive index. The light has vector-potential amplitude $A_0$ and electric-field amplitude $E_0=\omega A_0$; it couples each pair of levels with $V=A_0|P|$. With $J$ the joint density of states per volume and energy, both spins included,

$$
\alpha=\frac{4\pi^2|P|^2}{n c\,\omega}J,\qquad
J=\frac{\mu k}{\pi^2}=\frac{(2\mu)^{3/2}}{2\pi^2}\sqrt x ,
\tag{7}
$$

At constant $n$ and $P$, a plot of $(\omega\alpha)^2$ against $\omega$ is therefore a straight line that reaches zero at the gap. A line fitted to $\alpha^2$ instead gives too low a gap.

The worked example has $E_g=0.050$ hartree, $m_e=0.07$, $m_h=0.45$, $\mu=0.0606$, $P=0.5$, $n=3.6$ and, unless stated otherwise, $x=0.005$ hartree. Then $\omega=0.055$ hartree, $k=0.0246$ and $\alpha=1.04\times10^4\ \text{cm}^{-1}$. In the computed results at the end, "dynamics" means direct time integration of the Schrödinger equation for driven pairs, without the golden rule, and `w` stands for $\omega$.

### What a constant matrix element means

The light can also be described by its electric field acting on the interband dipole element $D$. Its magnitude is $|D|=|P|/(E_c-E_v)$, where $E_c-E_v$ is the energy difference of the pair. This follows from $\mathbf p=i[H,\mathbf r]$, valid for a local potential, taken between the two bands. The coupling is the same in both descriptions, because $E_0|D|=\omega A_0|P|/\omega=A_0|P|$ at resonance.

The two elements cannot both be constant over a range of energies. If $D$ is constant, then $|P|^2=\omega^2|D|^2$, and (7) gives $\alpha\propto\omega\sqrt x$. The straight line is then found for $(\alpha/\omega)^2$ and not for $(\omega\alpha)^2$. The two laws agree to leading order and differ by terms of relative order $x/E_g$.

Terms of this order are beyond what constancy at the edge can settle. For smooth bands, $|P(\mathbf k)|^2=|P|^2+\mathbf g\cdot\mathbf k+O(k^2)$ with some constant vector $\mathbf g$. On the sphere of constant energy the contributions of $\mathbf k$ and $-\mathbf k$ to the linear term cancel. The quadratic term remains and changes the absorption by a relative amount proportional to $k^2$, that is, to $x$. The square root at the edge survives, but a gap read from a wide window depends on the assumed variation of the matrix element.

The onset does change if $P$ vanishes at the edge by symmetry. Unless symmetry also removes the linear term of $P(\mathbf k)$, $|P(\mathbf k)|^2$ then starts with a term quadratic in $\mathbf k$. It adds a factor proportional to $x$, and the absorption starts as $x^{3/2}$.

### Unequal masses along three axes

Let the energy difference be $E_g+\sum_i k_i^2/(2\mu_i)$ along three principal axes. The substitution $k_i=\sqrt{2\mu_i}\,s_i$ turns the ellipsoid of constant energy into a sphere, since the excess is then $s^2$. The volume element becomes $d^3k=\sqrt{8\mu_x\mu_y\mu_z}\,d^3s$. With $\int4\pi s^2\,\delta(s^2-x)\,ds=4\pi x/(2\sqrt x)=2\pi\sqrt x$,

$$
J=\frac{2}{8\pi^3}\sqrt{8\mu_x\mu_y\mu_z}\;2\pi\sqrt x
=\frac{\sqrt{8\mu_x\mu_y\mu_z}}{2\pi^2}\sqrt x .
\tag{9}
$$

For equal masses the root becomes $(2\mu)^{3/2}$, and (7) returns. Anisotropy changes the prefactor and leaves the exponent alone.

The integral of (9) over the excess was tested by counting wave vectors in a large box for masses 0.05, 0.06 and 0.09. The ratio of count to formula is 1.0001 below 0.0025 hartree and 1.0007 below 0.005 hartree. A finite count changes in jumps as points enter the ellipsoid, so small deviations need not shrink steadily with energy.

### Photon momentum

The light was taken as uniform in space. A photon of momentum $\mathbf q$ connects a valence state at $\mathbf k$ with a conduction state at $\mathbf k+\mathbf q$. For equal masses along all axes, completing the square gives

$$
\frac{(\mathbf k+\mathbf q)^2}{2m_e}+\frac{k^2}{2m_h}
=\frac{1}{2\mu}\left(\mathbf k+\frac{\mu}{m_e}\mathbf q\right)^2
+\frac{q^2}{2m_e}\left(1-\frac{\mu}{m_e}\right).
$$

Because $\mu/m_e=m_h/(m_e+m_h)$, the last term equals $q^2/[2(m_e+m_h)]$, the kinetic energy of a pair that moves as a whole with momentum $q$. The first term describes the same sphere as before with a displaced centre. The square root is unchanged, and the edge moves up by the last term.

In the example $q=n\omega/c=1.4\times10^{-3}\ \text{bohr}^{-1}$, and the shift is $2.0\times10^{-6}$ hartree. This is 0.04% of the excess energy, so vertical transitions are a good approximation here.

### Finite film thickness

A film of thickness $L$ confines the electrons. With impenetrable surfaces the envelopes of both bands are standing waves with normal wave numbers $\pi j/L$, where $j=1,2,\dots$. Envelopes of different $j$ are orthogonal, so a constant $P$ connects equal $j$ in the two bands. Each $j$ is a two-dimensional system whose edge lies at the excess $(\pi j/L)^2/(2\mu)$.

For one such system, a circle of radius $k_\parallel$ in the film plane holds $2\pi k_\parallel^2/(2\pi)^2=k_\parallel^2/(2\pi)$ pairs per area. With $k_\parallel^2=2\mu x_\parallel$, where $x_\parallel$ is the energy above its own edge, the density is the constant $\mu/\pi$. The number of systems open at excess $x$ is the integer part of $kL/\pi$. Per volume,

$$
J_L=\frac{\mu}{\pi L}\left\lfloor\frac{kL}{\pi}\right\rfloor .
$$

For a thick film the integer part approaches $kL/\pi$, and $J_L\to\mu k/\pi^2$, which is the bulk result. The square root is thus the limit of a staircase with many steps. Between steps $J_L$ lies below the bulk value by a relative amount of less than $\pi/(kL)$. In the example a thickness of $L=10\pi/k=10\pi/0.0246\approx1280$ bohr, or about 68 nm, is sufficient to keep this below 10%. In much thinner films, or closer to the edge, the steps matter unless broadening hides them.

### Bands that are not parabolic

A cubic crystal with lattice constant $a$ and cosine bands has

$$
x=\frac{1}{\mu a^2}\sum_i\left(1-\cos k_ia\right)
=\frac{k^2}{2\mu}-\frac{a^2}{24\mu}\sum_ik_i^4+\dots
$$

Set $K^2=2\mu x$ and $\sigma=\sum_i(k_i/k)^4$. Solving for $k$ along a fixed direction, to first order in the correction, gives

$$
k^2=K^2\left(1+\frac{a^2K^2\sigma}{12}\right),\qquad
k^3=K^3\left(1+\frac{a^2K^2\sigma}{8}\right).
$$

The average of $(k_z/k)^4$ over all directions is $1/5$, so the average of $\sigma$ is $3/5$. The number of pairs with excess below $x$ is the average of $k^3$ divided by $3\pi^2$, which is proportional to $x^{3/2}\left(1+\tfrac{3}{20}\mu a^2x\right)$. Differentiation multiplies the first term by $3/2$ and the second by $5/2$, and therefore

$$
J=\frac{(2\mu)^{3/2}}{2\pi^2}\sqrt x\left(1+\frac{\mu a^2x}{4}+\dots\right).
$$

The bands flatten away from the edge, which puts more states into each energy interval. For $a=10$ bohr the factor at the example excess is 1.0076, and numerical integration over the full cosine bands agrees to this precision. This small number belongs to the cosine model. With a gap as small as in the example, the coupling of the bands through $P$ bends them far more. Two bands coupled by $Pk$ have the energy difference $\omega=\sqrt{E_g^2+4P^2k^2}$, so that $1/\mu=4P^2/E_g$ and $k^2=2\mu x\,[1+x/(2E_g)]$. The slope is $d\omega/dk=E_gk/(\mu\omega)$, and $J$ gains the factor $(1+x/E_g)\sqrt{1+x/(2E_g)}$, which is 1.13 at the example excess. The matrix element then also varies, at the same order $x/E_g$. Corrections of both kinds vanish at the edge.

### Attraction between electron and hole

In a thick crystal without line broadening, and with a matrix element that does not vanish at the edge, the effects treated so far leave the square root intact as the edge is approached, with the excess measured from the edge as shifted by the photon momentum. The Coulomb attraction between the excited electron and the hole does not.

With attraction, the final states are superpositions of pair excitations with amplitudes $\phi(\mathbf k)$. At constant $P$ the light couples to such a state through $P\sum_{\mathbf k}\phi^*(\mathbf k)$. This sum is proportional to the complex conjugate of the pair wave function at zero separation $r$. The absorption is therefore multiplied by the factor $S$ by which the attraction raises the squared wave function at contact.

In the effective-mass approximation, with static relative permittivity $\epsilon$ and without electron–hole exchange, the relative motion obeys a hydrogen-like equation with potential $-1/(\epsilon r)$. Waves with angular momentum vanish at contact, so the spherical wave $u(\rho)/\rho$ with $\rho=kr$ is sufficient:

$$
u''+\left(1+\frac{2z}{\rho}\right)u=0,\qquad z=\frac{\mu}{\epsilon k}.
$$

Without attraction $u=\sin\rho$, which has unit slope at the origin and unit amplitude far away. The distant amplitude fixes the normalization in a large volume, so $S$ is the square of the slope at the origin divided by the distant amplitude.

Put $u=\rho f$, so that $\rho f''+2f'+(\rho+2z)f=0$, and try $f=\int_{-1}^{1}e^{i\rho s}g(s)\,ds$. The terms with $\rho$ contain $\rho e^{i\rho s}=-i\,d(e^{i\rho s})/ds$ and are integrated by parts. The equation holds if $(1-s^2)g'=2izg$, with the solution

$$
g=\left(\frac{1+s}{1-s}\right)^{iz}.
$$

The boundary terms contain $(1-s^2)g$ and vanish because $|g|=1$. The slope of $u$ at the origin is $f(0)=\int_{-1}^1g\,ds$. This is a beta integral with the value $2G$, where

$$
G=\Gamma(1+iz)\,\Gamma(1-iz)=\frac{\pi z}{\sinh\pi z}.
$$

At large $\rho$ the two ends of the integral dominate. Near the upper end put $s=1+i\tau$, along which $e^{i\rho s}$ decays. There $g\simeq(2/(-i\tau))^{iz}$ has the modulus $e^{-\pi z/2}$, and the integral over $\tau$ has the modulus $e^{-\pi z/2}|\Gamma(1-iz)|/\rho$. The lower end gives the complex conjugate, so $u$ oscillates with the amplitude $2e^{-\pi z/2}\sqrt G$. Hence

$$
S=\frac{(2G)^2}{4e^{-\pi z}G}=G\,e^{\pi z}=\frac{2\pi z}{1-e^{-2\pi z}} .
\tag{10}
$$

Direct integration of the radial equation confirms (10). For $z\to0$ it gives $S\to1$, the independent-particle result. At the edge $k\to0$ and $S\to2\pi z=2\pi\mu/(\epsilon k)$. The product

$$
JS\to\frac{\mu k}{\pi^2}\,\frac{2\pi\mu}{\epsilon k}=\frac{2\mu^2}{\pi\epsilon}
$$

is then finite. The absorption by unbound pairs starts at the gap from a finite value in place of the square root, and the bound states of the attractive potential add lines below the gap.

The static permittivity is a separate parameter of the model and need not equal $n^2$. At the example excess, (10) gives $S=2.0$ for $\epsilon=10$ and $1.6$ for $\epsilon=16$. With the choice $\epsilon=12.96$, which here equals $n^2$, the factor $S$ is 3.9, 1.7 and 1.3 at excesses of 0.0005, 0.005 and 0.020 hartree. The value $1.04\times10^4\ \text{cm}^{-1}$ from the first half thus becomes about $1.8\times10^4\ \text{cm}^{-1}$ in this model. By (10), $S$ falls to 1.1 at $z\approx0.031$, which corresponds to an excess of about 0.19 hartree. That is almost four times the gap, where parabolic bands and a constant $P$ can no longer be assumed. For these parameters no range near the edge exists in which the independent-particle magnitude is good to 10%.

The extrapolated gap is affected as well. With attraction, $(\omega\alpha)^2$ is proportional to $xS^2$. This is $0.005\times1.713^2=0.0147$ at the first energy and $0.020\times1.328^2=0.0353$ at the second. The line through these points reaches zero at

$$
x_0=0.005-0.0147\,\frac{0.015}{0.0353-0.0147}\approx-0.0057\ \text{hartree},
$$

so the gap would be read about 0.15 eV too low. A line through two points always exists, and even a fairly straight plot over a limited window does not show that the electrons absorb independently. Equation (1) is the law of the independent-particle model. Where $z$ is not small, a gap should be fitted with the factor $S$ and the bound states included, together with the line broadening, since the binding energy $\mu/(2\epsilon^2)$ is only about 5 meV in the example. The model has no free carriers; in a doped film they screen the attraction and fill states near the edge, and neither (1) nor (10) applies unchanged.

## Computed results

```
gap Eg = 0.0500 hartree = 1.3606 eV
electron mass = 0.070, hole mass = 0.450 electron masses
reduced mass mu = 0.06058 electron masses
matrix element P = 0.500 a.u., refractive index n = 3.60
speed of light c = 137.036 a.u.
example excess = 0.0050 hartree, photon energy = 0.0550 hartree
pair wave number k = 0.02461 1/bohr
joint density of states J = 1.5106e-04 1/(hartree bohr^3)
alpha, formula = 5.4949e-05 1/bohr = 1.0384e+04 1/cm
alpha, dynamics, same excess = 5.4948e-05 1/bohr
dynamics/formula at excess 0.005 hartree = 0.99998
dynamics/formula at excess 0.020 hartree = 0.99998
gap from two dynamics values of (w alpha)^2 = 0.050000 hartree
table: excess (hartree), alpha (1/cm), w*alpha (hartree/cm)
  0.00125  5.5718e+03  2.8556e+02
  0.00500  1.0384e+04  5.7111e+02
  0.02000  1.6318e+04  1.1422e+03
fit window of excess = 0.001 to 0.010 hartree
gap from line through alpha^2 = 0.048999 hartree
gap from line through (w alpha)^2 = 0.050000 hartree
error of alpha^2 gap = -27.24 meV
anisotropic test masses = 0.05 0.06 0.09 electron masses
k-point count/formula at excess 0.0025, 0.005 hartree = 1.00012, 1.00071
photon momentum q = 1.445e-03 1/bohr, edge shift = 2.007e-06 hartree
cosine bands, lattice constant = 10.0 bohr
cosine/parabolic J at example excess = 1.00764
1 + mu a^2 x/4 at example excess = 1.00757
permittivity for electron-hole attraction = 12.96
contact enhancement at excess 0.0005 hartree = 3.862
contact enhancement at excess 0.0050 hartree = 1.713
contact enhancement at excess 0.0200 hartree = 1.328
```
